Virial and Centroid-Virial Kinetic Estimators for Path Integrals

## First half: the estimators and their equal means

A path-integral calculation can return a negative kinetic energy although every path has been sampled correctly. Take a particle with the proton's mass in a one-dimensional periodic potential at kT = 0.02 eV. Its kinetic energy in the example worked out below is 0.0114 eV. The plain virial estimator, averaged over paths centred in one unit cell, gives 0.0088 eV if the cell is cut at the potential maxima and −0.0110 eV if it is cut at the minima. The thermodynamic estimator has the right mean in both cases, but its fluctuations grow as the path is divided more finely. The centroid-virial estimator has neither fault. All three come from the same integral. The thermodynamic form is its mass derivative; the two virial forms follow from it by integration by parts and differ in what is held fixed during that step.

**Setting and conventions**

One distinguishable particle of mass m moves in d dimensions. Atomic units are used in the algebra, so ħ = 1, and β = 1/kT. The Hamiltonian is H = K̂ + V(x), with K̂ = p²/(2m). Put ε = β/P for an integer P and define

Z_P = Tr[(e^{−εK̂} e^{−εV})^P].

The two exponentials differ from e^{−εH} by terms of order ε² in each factor, so for smooth V the product of P factors tends to e^{−βH} as P → ∞. The equalities below hold at fixed finite P; the limit is needed only to interpret them.

The position matrix element of the kinetic factor is a Gaussian integral over momentum:

⟨x|e^{−εK̂}|x′⟩ = ∫ dp/(2π)^d exp[−εp²/(2m) + ip·(x − x′)]

= (m/(2πε))^{d/2} exp[−m|x − x′|²/(2ε)].

Inserting a complete set of positions between successive factors, with m/ε = mP/β, gives

Z_P = (mP/(2πβ))^{dP/2} ∫ dx_1 … dx_P e^{−S},   (1)

S = s + (β/P) Σ_j V(x_j),

s = (mP/(2β)) Σ_j |x_j − x_{j+1}|²,  x_{P+1} = x_1.

The integrand is the Boltzmann weight of a closed ring of P beads joined by springs. Angle brackets denote averages with weight e^{−S}. The symbol ∂_j is the gradient with respect to x_j, and sums over j run from 1 to P. The centroid and the relative positions are

x_c = (1/P) Σ_j x_j,  y_j = x_j − x_c,  Σ_j y_j = 0.

Two assumptions will be used separately.

(A1) V is twice continuously differentiable and bounded below, and the averages written down converge absolutely when the centroid is held fixed.

(A2) V confines the particle: the integrals also converge absolutely when every bead runs over all space.

A smooth potential that rises as a positive power of distance, and whose first and second derivatives grow no faster than some power, satisfies both. A smooth periodic potential satisfies (A1) but not (A2). The attractive Coulomb potential violates (A1), and in three dimensions the P-bead weight then contains exp(ε/r), whose integral diverges at r = 0.

**Lemma 1 (thermodynamic estimator).** Define the P-bead kinetic energy by

K_P = Tr[K̂ (e^{−εK̂} e^{−εV})^P] / Z_P.

Then K_P = ⟨K_T⟩, where

K_T = dP/(2β) − s/β.   (2)

*Proof.* Since K̂ is proportional to 1/m, m ∂K̂/∂m = −K̂, and therefore

m ∂/∂m e^{−εK̂} = εK̂ e^{−εK̂}.

Each of the P factors in Z_P contributes one such term. By the cyclic property of the trace the P terms are equal, so

m ∂Z_P/∂m = Pε Tr[K̂ (e^{−εK̂} e^{−εV})^P] = β Z_P K_P.

Thus K_P = (m/β) ∂lnZ_P/∂m. Now differentiate (1). The prefactor varies as m^{dP/2} and contributes dP/2. The spring energy is linear in m, so m ∂s/∂m = s, and the factor e^{−s} contributes −⟨s⟩. Hence

K_P = (1/β)(dP/2 − ⟨s⟩),

which is the mean of (2). ∎

The two terms in (2) pull against each other. The first grows in proportion to P, and the mean spring energy must cancel almost all of it to leave a finite result. The first term is a constant, so the noise examined in the second half comes entirely from fluctuations of the spring energy.

**Lemma 2 (no surface term).** Let g be a continuously differentiable vector field on R^n, with both |g| and its divergence absolutely integrable. Then the integral of div g over R^n is zero.

*Proof.* For a ball of radius r, Gauss's theorem gives

∫_{ball} div g = ∫_{sphere} g·n̂.

The right side is at most a(r) = ∫_{sphere} |g| in magnitude. The integral of a(r) over all r equals the integral of |g| over R^n, which is finite. So a(r) cannot stay above a positive number for all large r, and there is a sequence of radii going to infinity along which a(r) → 0. Along this sequence the left side tends to the integral over all space, which must therefore vanish. ∎

Apply this to g = f e^{−S}, where f has components f_j. Since

Σ_j ∂_j·(f_j e^{−S}) = e^{−S} Σ_j (∂_j·f_j − f_j·∂_jS),

the lemma gives

⟨Σ_j f_j·∂_jS⟩ = ⟨Σ_j ∂_j·f_j⟩.   (3)

Different choices of f produce different estimators.

**Lemma 3 (scaling of the springs).**

Σ_j x_j·∂_js = Σ_j y_j·∂_js = 2s.   (4)

*Proof.* Bead j occurs in two springs, so

∂_js = (mP/β)[(x_j − x_{j+1}) + (x_j − x_{j−1})].

Multiply by x_j and sum. In the second group of terms rename j as j + 1, which is allowed because the ring is closed:

Σ_j x_j·∂_js = (mP/β) Σ_j [x_j·(x_j − x_{j+1}) + x_{j+1}·(x_{j+1} − x_j)]

= (mP/β) Σ_j |x_j − x_{j+1}|² = 2s.

Moving all beads together leaves s unchanged, so Σ_j ∂_js = 0. Subtracting x_c·Σ_j ∂_js therefore changes nothing, and the second equality follows. ∎

**Theorem 1 (equal means).** Define

K_V = (1/(2P)) Σ_j x_j·∇V(x_j),   (5)

K_C = d/(2β) + (1/(2P)) Σ_j (x_j − x_c)·∇V(x_j).   (6)

(a) Under (A1) and (A2), ⟨K_V⟩ = ⟨K_T⟩.

(b) Under (A1) alone, the means of K_C and K_T are equal at every fixed centroid position. They are therefore equal after averaging over any normalized distribution of the centroid.

*Proof of (a).* Take f_j = x_j in (3). Each bead contributes ∂_j·x_j = d, so the right side is dP. On the left, the springs give 2s by (4), and the potential part of S gives

(β/P) Σ_j x_j·∇V(x_j) = 2βK_V.

Hence

2⟨s⟩ + 2β⟨K_V⟩ = dP.

Solving for the virial mean,

⟨K_V⟩ = dP/(2β) − ⟨s⟩/β = ⟨K_T⟩.

Assumption (A2) is what permits the use of Lemma 2 here: the field x_j e^{−S} must be integrable in all directions, including the one that carries the whole ring to infinity.

*Proof of (b).* Change variables from the P bead positions to the centroid and the relative positions. The latter are subject to Σ_j y_j = 0 and span a linear space of dimension

n = d(P − 1).

The change is linear, so its Jacobian is constant and drops out of averages. Hold x_c fixed and apply Lemma 2 in the n-dimensional relative space to the field y e^{−S}. Its first factor has divergence n. The same count follows from the beads: ∂_j·(x_j − x_c) = d − d/P, and P such terms add up to d(P − 1).

The field is integrable for a reason that does not involve confinement. The spring energy vanishes only if all beads coincide, that is, only at y = 0. It is thus a positive definite quadratic form in the relative coordinates. With V bounded below, e^{−S} is at most a constant times the Gaussian e^{−s}, and the integral of |y| e^{−S} converges. The divergence is integrable by (A1).

Define

u = (β/P) Σ_j y_j·∇V(x_j),   (7)

so that K_C = d/(2β) + u/(2β). With ⟨…⟩_X denoting an average at x_c = X, the identity reads

2⟨s⟩_X + ⟨u⟩_X = n.   (8)

Insert ⟨s⟩_X = (n − ⟨u⟩_X)/2 into (2):

⟨K_T⟩_X = [dP − d(P − 1) + ⟨u⟩_X]/(2β)

= d/(2β) + ⟨u⟩_X/(2β) = ⟨K_C⟩_X. ∎

**Remark 1 (meaning of the two terms).** The term d/(2β) is the kinetic energy of a free particle, classical or quantum, because the thermal momentum distribution of a free particle is the Maxwell distribution in both cases. The term u/(2β) comes from the spread of the ring in a varying force. For P = 1 the ring is a point, u = 0, and K_C is the classical constant d/(2β), while K_V becomes the classical virial x·∇V/2. If V is convex, u is never negative. Indeed, since Σ_j y_j = 0, a constant gradient may be subtracted:

u = (β/P) Σ_j (x_j − x_c)·[∇V(x_j) − ∇V(x_c)],

and each term of this sum is nonnegative for a convex function.

**Remark 2 (harmonic oscillator).** Let V = mω²|x|²/2. Fourier modes around the ring, proportional to exp(2πikj/P), diagonalize the springs. The second difference in ∂_js multiplies mode k by

λ_k = 2 − 2cos(2πk/P) = 4 sin²(πk/P).

For k ≠ 0, the exponent of a normalized real mode amplitude q is therefore

−½[(mP/β)λ_k + (β/P)mω²] q²,

and u is the sum of (β/P)mω²q² over these modes. Taking the Gaussian averages,

⟨u⟩ = d Σ_{k=1}^{P−1} (βω)²/[(βω)² + P²λ_k].

For fixed k, P²λ_k tends to (2πk)² as P → ∞. Labelling modes by positive and negative k with |k| ≤ P/2, one has P²λ_k ≥ 16k², so the terms are dominated by a convergent series and the limit may be taken term by term:

⟨u⟩ → 2d Σ_{k≥1} (βω)²/[(βω)² + (2πk)²]

= d[(βω/2) coth(βω/2) − 1].

The last step is the partial-fraction series of coth. Therefore

⟨K_C⟩ → (dω/4) coth(βω/2).

This is half the thermal energy of the oscillator. At high temperature it tends to d/(2β), and at zero temperature to dω/4.

**Remark 3 (a bound anharmonic case).** Let d = 1 and V = cx⁴ with c = 1 eV/Å⁴, the proton's mass and kT = 0.02 eV. For P = 3 the ring has two internal modes. Gauss–Hermite quadrature over these modes and a grid sum over the centroid give 0.013456 eV for each of ⟨K_T⟩, ⟨K_V⟩ and ⟨K_C⟩. The mass derivative in Lemma 1, taken by finite differences of lnZ_P from a transfer matrix on a position grid, gives the same value. It belongs to three beads and is not the limit P → ∞, but the equality does not wait for that limit.

**Remark 4 (other reference points).** One may hold x_1 fixed instead of the centroid and scale the other beads about it. The springs are again positive definite, the divergence is again d(P − 1), and

d/(2β) + (1/(2P)) Σ_j (x_j − x_1)·∇V(x_j)

has the same mean. What the proof needs is a reference point that moves with the ring, so that the lever arms do not change when the whole ring is translated; the centroid is one choice among several. It treats all beads alike, and it minimizes the sum of squared lever arms, because

Σ_j |x_j − a|² = Σ_j |y_j|² + P|x_c − a|²

for any point a.

## Second half: unbound systems and statistical noise

The ring has P beads x_j, centroid x_c and relative positions y_j = x_j − x_c. Its weight is e^{−S}, with S = s + (β/P)Σ_j V(x_j), where s is the spring energy times β, as defined in (1). With n = d(P − 1) and u = (β/P)Σ_j y_j·∇V(x_j), the estimators are

K_T = dP/(2β) − s/β,

K_V = (1/(2P)) Σ_j x_j·∇V(x_j),

K_C = d/(2β) + u/(2β).

The means of K_T and K_C agree at each fixed centroid for smooth V bounded below. The proof for K_V needed confinement in addition. The next result gives the error when confinement is absent.

**Theorem 2 (the surface term).** Let d = 1, let (A1) hold, and count the paths whose centroid lies in [a, b]. Let ρ_c(X) be the centroid density, normalized to one on this interval. Then

⟨K_C⟩ − ⟨K_V⟩ = [bρ_c(b) − aρ_c(a)]/(2β).   (9)

*Proof.* Let G = (1/P)Σ_j V′(x_j) be the gradient averaged over the ring. Since x_j = x_c + y_j,

K_V = x_cG/2 + u/(2β),

K_C − K_V = 1/(2β) − x_cG/2.

The centroid density is proportional to the integral over relative positions

∫ dy exp[−s(y) − (β/P) Σ_j V(X + y_j)].

The springs do not depend on X. Differentiation therefore gives

dρ_c/dX = −β⟨G⟩_X ρ_c.

Multiply by X and integrate over the interval:

⟨x_cG⟩ = −(1/β) ∫_a^b X (dρ_c/dX) dX

= −(1/β)[bρ_c(b) − aρ_c(a) − 1],

where the last term is the normalization of ρ_c. Substitution into the difference of the estimators cancels 1/(2β) and leaves (9). ∎

**Remark 5 (periodic potentials).** Let V have period L. The paths are closed and unwrapped on the infinite line, and those with centroid in [a, a + L] are counted. The weight is unchanged when a whole path is shifted by L, so ρ_c(a + L) = ρ_c(a), and (9) becomes

⟨K_C⟩ − ⟨K_V⟩ = Lρ_c(a)/(2β).   (10)

The left side should vanish if K_V were a valid estimator. Instead it depends on the arbitrary cell origin a. It is largest when the cut is made where the centroid is most likely to be found. For a free particle ρ_c = 1/L and the whole kinetic energy 1/(2β) is lost, as is evident from (5): without a force, K_V is zero on every path. K_C is then 1/(2β) on every path, with no fluctuation.

**Remark 6 (free clusters).** For N distinguishable particles with masses m_i, each particle has its own ring and centroid. Scaling each ring about its own centroid gives

K_C = dN/(2β) + (1/(2P)) Σ_{i,j} (x_{ij} − x_{ic})·∂V/∂x_{ij},

where V is evaluated at bead index j. The proof is that of Theorem 1(b) with n = dN(P − 1), since each particle's springs are homogeneous in its own relative coordinates.

Suppose now that no external force acts and that the interaction confines the particles relative to one another, so that the integrals over all relative positions converge absolutely; an attraction that levels off at large separation does not meet this condition. The cluster is then bound internally but free as a whole. Fix the mean position R of all NP beads and scale every bead about R. The divergence is d(NP − 1). The springs contribute 2s, with s now summed over particles. The point R drops out of the potential term because the internal forces sum to zero at each j. Hence

2⟨s⟩ + 2β⟨K_V⟩ = d(NP − 1),

⟨K_T⟩ = dNP/(2β) − ⟨s⟩/β = ⟨K_V⟩ + d/(2β).

The plain virial form misses the kinetic energy of overall translation, whatever the masses. As an example, take two particles on a line with masses m and 2m, m being the proton's mass, bound by V = cr⁴ with c = 0.2 eV/Å⁴, at kT = 0.02 eV and P = 3. Gauss–Hermite quadrature over the internal modes, with a grid for the separation of the centroids, gives 0.02245 eV for both K_T and K_C and 0.01245 eV for K_V. The difference, 0.0100 eV, is kT/2.

**Theorem 3 (fluctuations).** Let D = Σ_j y_j·∂_j be the operator that scales the ring about its centroid. If the averages involved converge, then

Var K_T = Var K_C + [n/2 − ⟨u⟩/2 − ⟨Du⟩/4]/β².   (11)

*Proof.* Apply the integration by parts at fixed centroid to the field gy, where g is a scalar function. Its divergence is ng + Dg, so after averaging over the centroid

⟨g DS⟩ = n⟨g⟩ + ⟨Dg⟩,  DS = 2s + u.

The choice g = 1 gives 2⟨s⟩ + ⟨u⟩ = n. The choice g = s, with Ds = 2s, gives

2⟨s²⟩ + ⟨su⟩ = n⟨s⟩ + 2⟨s⟩.

Replace n on the right by 2⟨s⟩ + ⟨u⟩ and collect the products of means:

2 Var s + Cov(s, u) = 2⟨s⟩.

The choice g = u, treated in the same way, gives

2 Cov(s, u) + Var u = ⟨Du⟩.

Eliminate the covariance and use ⟨s⟩ = (n − ⟨u⟩)/2:

Var s = ⟨s⟩ − ⟨Du⟩/4 + Var u/4

= n/2 − ⟨u⟩/2 − ⟨Du⟩/4 + Var u/4.

Finally Var K_T = Var s/β² and Var K_C = Var u/(4β²). ∎

The term n/2 = d(P − 1)/2 grows linearly with P. To see that the others need not grow, let V be bounded, with the eigenvalues of its second-derivative matrix ∇∇V bounded in magnitude by B everywhere, as for a smooth periodic potential. Put r² = (1/P)Σ_j |y_j|². Subtracting the constant gradient ∇V(x_c) in u, as in Remark 1, gives |u| ≤ βBr². Since Dy_j = y_j,

Du = u + (β/P) Σ_j y_j·(∇∇V)(x_j)·y_j,

and |Du| ≤ 2βBr². For a free ring, the mode variances β/(mPλ_k) from Remark 2 give

⟨r²⟩_free = (dβ/(mP²)) Σ_{k=1}^{P−1} 1/λ_k ≤ π²dβ/(48m),

where P²λ_k ≥ 16k² was used for |k| ≤ P/2. The mean of r⁴ is at most three times the square of ⟨r²⟩, because r² is a sum of squares of independent Gaussian variables. The potential changes relative path weights by at most a factor exp[β(V_max − V_min)], so these averages stay bounded as P → ∞ in the interacting system too. Thus Var K_T grows as d(P − 1)/(2β²) plus a bounded remainder, while Var K_C remains bounded.

**Remark 7 (a soft trap).** A confining potential restores the mean of K_V, but in a soft trap K_V remains much noisier than K_C. For V = mω²|x|²/2 the cross terms vanish because Σ_j y_j = 0, and

K_V = mω²|x_c|²/2 + mω²r²/2,

K_C = d/(2β) + mω²r²/2.

The action separates in the same way, so x_c and r are independent. The centroid has weight exp(−βmω²|x_c|²/2). Its term in K_V has mean d/(2β) and variance d/(2β²). The centroid form replaces this fluctuating term by its mean. As ω → 0, Var K_C tends to zero, whereas Var K_V tends to d/(2β²).

**Remark 8 (a wide container).** The contrast is stronger if a particle moves freely between walls at x = ±R. A path in the interior contributes nothing to K_V, and the mean must come from wall contacts. For large R, the centroid density in the interior is close to 1/(2R), and the shape of the path distribution near a wall no longer depends on R. There K_V is close to R|G|/2. Its mean square is the product of a probability of order 1/R and a squared lever arm of order R², so Var K_V grows as R to leading order. By contrast, u is nonzero only near the walls and has no lever arm R, so Var K_C falls as 1/R.

For soft walls V = kT{exp[(x − R)/w] + exp[−(x + R)/w]} with w = 0.2 Å, the proton's mass, kT = 0.02 eV and P = 3, quadrature over the modes and the centroid gives these standard deviations per path:

R = 5 Å: K_V 0.051 eV, K_C 0.00088 eV

R = 10 Å: K_V 0.071 eV, K_C 0.00062 eV

R = 20 Å: K_V 0.100 eV, K_C 0.00044 eV

The common mean at R = 20 Å is 0.01003 eV, close to kT/2. Each doubling of R multiplies the K_V spread by about √2 and divides the K_C spread by about √2, as the leading-order argument requires.

**Worked example: a particle in a periodic potential**

Take

V(x) = (V0/2)[1 − cos(2πx/L)],

with V0 = 0.05 eV, L = 1.5 Å, kT = 0.02 eV and the proton's mass, for which ħ²/m = 0.00415 eV Å². The potential parameters are round model values. With P = 16, 200,000 independent paths are drawn as follows: the centroid is uniform over one cell, and the internal modes have their free Gaussian distribution. Each path then carries the weight exp[−(β/P)Σ_j V(x_j)], which completes e^{−S}.

A reference value follows from the trace in Lemma 1. Bloch states of all quasimomenta are complete on the infinite line, so the trace per cell is an average over quasimomentum. It was evaluated with 31 plane waves at each of 12 equally spaced quasimomenta. This gives 0.011430 eV for P = 16. Replacing the product by e^{−βH} gives 0.011439 eV, or 4.204 × 10⁻⁴ hartree, so the error from using 16 beads is 0.08 per cent of the kinetic energy. The sampled paths give

K_T: 0.01163 ± 0.00015 eV

K_C: 0.011429 ± 0.000005 eV

where the uncertainties are one standard error. The thermodynamic result lies 1.4 standard errors above the reference. In the centroid form, 0.0100 eV is the constant kT/2 and only the remaining 0.0014 eV has to be sampled.

For the plain virial form, first cut the cell at the barrier tops. Sampling the centroid density at the cut gives Lρ_c = 0.261. By (10) the missing energy is 0.261 × 0.0100 eV = 0.0026 eV, and the expected mean is

0.0114 − 0.0026 = 0.0088 eV.

The paths give 0.00881 ± 0.00001 eV. Now cut the cell at the well bottoms, where sampling gives Lρ_c = 2.24. The missing energy is 0.0224 eV, and the expected mean is

0.0114 − 0.0224 = −0.0110 eV.

The paths give −0.01098 ± 0.00006 eV. More sampling would sharpen these two wrong answers without bringing them together.

Runs of 60,000 paths with different P show the noise described by (11). The standard deviation of K_T per path is 0.037 eV at P = 8 and 0.112 eV at P = 64. For the larger P, the free-ring term alone gives

√(63/2) × 0.02 eV = 0.112 eV.

The standard deviation of K_C stays near 0.0023 eV throughout. At P = 64 the ratio of the variances is about 2400. For independent paths drawn directly from e^{−S}, this is the factor by which K_T needs more paths to reach the same standard error.

**Remark 9 (where the centroid form needs changes).** The proof used closed rings of distinguishable particles. On a periodic circle, paths may also wind, with x_{P+1} = x_1 + wL for a nonzero integer w. The last spring then contains a fixed displacement, s is no longer homogeneous in the relative positions, and (4) fails. With particle exchange, springs join beads of different particles, and scaling each particle about its own centroid no longer multiplies the spring energy by a common factor. In both cases the integration by parts must be repeated with a field suited to the connected path. The form (6) also needs a gradient, so a hard wall or another discontinuity in V must be treated separately.
